# Dirac–Coulomb virial relations and radial integrals of f times g

**Q:** In the Schrödinger atom the virial theorem rests on a kinetic energy quadratic in momentum. The Dirac kinetic term is linear. What survives for an electron in a Coulomb field?

**A:** The dilation argument survives. Set $\hbar=c=1$ and take an infinitely heavy point nucleus,

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V,\qquad V=-\zeta/r,\quad \zeta=Z\alpha .$$

From $[r_j,p_k]=i\delta_{jk}$ and $[V,p_j]=i\,\partial_jV$,

$$[H,\mathbf r\cdot\mathbf p]=-i\left(\boldsymbol\alpha\cdot\mathbf p-rV'\right).$$

The matrix $\beta m$ commutes with $\mathbf r\cdot\mathbf p$. If the commutator has zero expectation in a normalized bound state, then $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$. For the Coulomb potential $rV'=\zeta/r=-V$, so the kinetic and potential terms cancel in the energy:

$$E=\langle\boldsymbol\alpha\cdot\mathbf p\rangle+m\langle\beta\rangle+\langle V\rangle=m\langle\beta\rangle .$$

Here $E$ includes the rest energy. Since $\langle\beta\rangle$ is the weight of the upper components minus that of the lower, the lower weight is $(1-E/m)/2$.

**Q:** "If" carries the proof. The wave function is singular at the nucleus, so moving $H$ onto the left-hand state may leave a surface term.

**A:** We need the behaviour at the origin. Write

$$\psi=\begin{pmatrix} g\,\Omega_\kappa\\ i f\,\Omega_{-\kappa}\end{pmatrix},\qquad \boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa,\qquad \sigma_r\Omega_\kappa=-\Omega_{-\kappa}.$$

With $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,g\Omega_\kappa=i\Big(g'+\tfrac{\kappa+1}{r}g\Big)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,if\Omega_{-\kappa}=-\Big(f'+\tfrac{1-\kappa}{r}f\Big)\Omega_\kappa .$$

For $G=rg$, $F=rf$ the equation $H\psi=E\psi$ becomes

$$G'=-\frac{\kappa}{r}G+(E+m-V)F,\qquad F'=\frac{\kappa}{r}F-(E-m-V)G .$$

Near zero put $G\simeq ar^\gamma$, $F\simeq br^\gamma$. Then $(\gamma+\kappa)a=\zeta b$ and $(\gamma-\kappa)b=-\zeta a$, hence $\gamma^2=\kappa^2-\zeta^2$. We assume $0<\zeta<|\kappa|$ and take the positive root; the negative root would give $G^2+F^2\propto r^{-2|\gamma|}$, for which $\langle V\rangle$ diverges at the origin.

Both $\psi$ and $\mathbf r\cdot\mathbf p\,\psi$ behave as $r^{\gamma-1}$. The surface term on a small sphere is of order $r^2r^{2\gamma-2}=r^{2\gamma}\to0$. At infinity the bound state decays exponentially. The expectation therefore vanishes.

**Q:** Is $\langle\beta\rangle=E/m$ a property of Dirac bound states, or of the Coulomb potential?

**A:** Of the Coulomb potential, in the sense that only for $V\propto1/r$ does $(rV)'$ vanish at every $r$; elsewhere the equality can hold for a particular state by cancellation. For another central potential with vanishing surface terms, the same steps give

$$E-m\langle\beta\rangle=\langle V+rV'\rangle=\langle (rV)'\rangle .$$

Take $V=-\zeta e^{-\mu r}/r$ with $\zeta=0.598383$ and $\mu=0.1\,m$, so that $(rV)'=\zeta\mu e^{-\mu r}$. I diagonalized the radial Hamiltonian in 24 Laguerre functions per component and integrated by Gauss quadrature. The lowest $\kappa=-1$ state has $E=0.855082\,m$ but $\langle\beta\rangle=0.806726$. The difference, $0.048356\,m$, equals the computed $\langle(rV)'\rangle$ to the digits shown.

**Q:** Back to Coulomb. This concerns $g^2$ and $f^2$. Why should it say anything about products $fg$, and who needs them?

**A:** The matrix $\boldsymbol\alpha$ couples upper to lower components, so a magnetic interaction $\boldsymbol\alpha\cdot\mathbf A$ samples $fg$. A uniform field has $A\propto r$, and a point magnetic dipole has $A\propto r^{-2}$. With the volume factor $r^2$ these lead to $J_1$ and $J_{-2}$, where

$$J_s=\int_0^\infty fg\,r^{s+2}dr=\int_0^\infty GF\,r^s dr .$$

The radial equations link the products to the squares. They give

$$\begin{aligned}
(G^2+F^2)'&=-\tfrac{2\kappa}{r}(G^2-F^2)+4mGF,\\
(G^2-F^2)'&=-\tfrac{2\kappa}{r}(G^2+F^2)+4(E-V)GF,\\
(GF)'&=m(G^2+F^2)-(E-V)(G^2-F^2).
\end{aligned}$$

Define $P_s=\int(G^2+F^2)r^sdr$, $M_s=\int(G^2-F^2)r^sdr$ and $X_s=2J_s$. Multiply by $r^s$ and integrate by parts. The boundary terms behave as $r^{s+2\gamma}$ and vanish for $s>-2\gamma$. With $V=-\zeta/r$,

$$\begin{aligned}
2mX_s&=2\kappa M_{s-1}-sP_{s-1}, &&(1)\\
2EX_s+2\zeta X_{s-1}&=2\kappa P_{s-1}-sM_{s-1}, &&(2)\\
mP_s-EM_s&=\zeta M_{s-1}-\tfrac s2X_{s-1}. &&(3)
\end{aligned}$$

**Q:** Three relations among many unknowns. Can they produce a value?

**A:** Normalization, $P_0=1$, is enough to start. At $s=0$, (1) gives $M_{-1}=mX_0/\kappa$ and (3) gives $m-EM_0=\zeta M_{-1}$. Thus

$$X_0=\frac{\kappa(m-EM_0)}{\zeta m}.$$

At $s=1$, (1) gives $2mX_1=2\kappa M_0-1$. Inserting both results in (2),

$$\frac Em(2\kappa M_0-1)+2\kappa-\frac{2\kappa E}{m}M_0=2\kappa-M_0
\quad\Longrightarrow\quad M_0=\frac Em .$$

This is $\langle\beta\rangle=E/m$ again, without the dilation operator. Substituting it back,

$$J_0=\frac{\kappa(m^2-E^2)}{2\zeta m^2},\qquad J_1=\frac{2\kappa E-m}{4m^2}.$$

**Q:** These still contain $E$. I would like the level formula derived, not imported.

**A:** Let $\lambda=\sqrt{m^2-E^2}$ and write $G=r^\gamma e^{-\lambda r}\sum a_kr^k$, $F=r^\gamma e^{-\lambda r}\sum b_kr^k$. For $k\ge1$,

$$\begin{aligned}
(\gamma+k+\kappa)a_k-\zeta b_k&=\lambda a_{k-1}+(E+m)b_{k-1},\\
(\gamma+k-\kappa)b_k+\zeta a_k&=\lambda b_{k-1}+(m-E)a_{k-1}.
\end{aligned}$$

Because $\lambda^2=(m+E)(m-E)$, $\lambda$ times the first right side equals $(E+m)$ times the second. Hence

$$\lambda[(\gamma+k+\kappa)a_k-\zeta b_k]=(E+m)[(\gamma+k-\kappa)b_k+\zeta a_k].\tag{4}$$

At $k=0$ both brackets vanish, so (4) holds there too. For large $k$ it gives $b_k/a_k\to\lambda/(E+m)$, and then $a_k/a_{k-1}\to2\lambda/k$. An endless series would grow as $e^{2\lambda r}$ up to powers and spoil normalization.

The series must therefore stop, at some $k=n_r$. The next coefficients vanish if $(E+m)b_{n_r}=-\lambda a_{n_r}$. Put this into (4) with $\nu=n_r+\gamma$. Since $\lambda b_{n_r}=-(m-E)a_{n_r}$, division by $a_{n_r}$ gives

$$\lambda(\nu+\kappa)+\zeta(m-E)=-\lambda(\nu-\kappa)+\zeta(E+m),$$

which reduces to $\lambda\nu=\zeta E$. Squaring,

$$E=\frac{m\nu}{N},\qquad N=\sqrt{\nu^2+\zeta^2},\qquad m^2-E^2=\frac{m^2\zeta^2}{N^2}.$$

For $n_r=0$ the origin requires $b_0/a_0=(\gamma+\kappa)/\zeta$, while termination requires a negative ratio. This excludes $\kappa>0$. The first integral is now explicit:

$$J_0=\frac{\kappa\zeta}{2N^2}.$$

**Q:** Then go down one power and find $J_{-1}$ the same way.

**A:** That step lacks one equation. At $s=0$, (1) and (3) both determine $M_{-1}$, while (2) ties $X_{-1}$ to $P_{-1}=\langle1/r\rangle$. The missing value comes from differentiating the energy.

Let $h$ be the radial Hamiltonian and $u=(G,F)$. Differentiating $(h-E)u=0$ with respect to $\zeta$ and projecting on $u$ gives $\partial E/\partial\zeta=\langle\partial h/\partial\zeta\rangle=-P_{-1}$, apart from the surface term $[F\,\partial_\zeta G-G\,\partial_\zeta F]_0^\infty$. Near zero this is at most of order $r^{2\gamma}\ln r$, because $\gamma$ depends on $\zeta$, and it vanishes. With $n_r$ fixed, $\partial\nu/\partial\zeta=-\zeta/\gamma$, so

$$P_{-1}=-m\,\frac{\zeta^2(-\zeta/\gamma)-\nu\zeta}{N^3}
=\frac{m\zeta(\zeta^2+\gamma\nu)}{\gamma N^3}
=\frac{m\zeta(\kappa^2+n_r\gamma)}{\gamma N^3}.$$

Relation (2) at $s=0$ reads $\zeta X_{-1}=\kappa P_{-1}-EX_0$. Since $EX_0=m\kappa\zeta\nu/N^3$,

$$X_{-1}=\frac{m\kappa}{\gamma N^3}(\zeta^2+\gamma\nu-\gamma\nu)
\quad\Longrightarrow\quad J_{-1}=\frac{m\kappa\zeta^2}{2\gamma N^3}.$$

**Q:** The dipole integral $J_{-2}$ weights the nucleus most strongly. Does it even exist?

**A:** Its integrand behaves as $r^{2\gamma-2}$, so it exists for $\gamma>1/2$. For $|\kappa|=1$ this means $\zeta<\sqrt3/2$, or $Z$ below about 118.7 for a point nucleus. Under that condition $s=-1$ is allowed:

$$\begin{aligned}
P_{-2}&=2mX_{-1}-2\kappa M_{-2},\\
2EX_{-1}+2\zeta X_{-2}&=2\kappa P_{-2}+M_{-2},\\
D\equiv mP_{-1}-EM_{-1}&=\zeta M_{-2}+\tfrac12X_{-2}.
\end{aligned}$$

From $M_{-1}=mX_0/\kappa=m\zeta/N^2$ we find $D=m^2\zeta^3/(\gamma N^3)$. Eliminating $P_{-2}$ gives

$$2\zeta X_{-2}=(4\kappa m-2E)X_{-1}+(1-4\kappa^2)M_{-2}.$$

Insert $M_{-2}=(D-X_{-2}/2)/\zeta$, multiply by $2\zeta$ and collect $X_{-2}$, using $4\zeta^2-4\kappa^2=-4\gamma^2$:

$$\begin{aligned}
(1-4\gamma^2)X_{-2}&=4\zeta(2\kappa m-E)X_{-1}+2(1-4\kappa^2)D\\
&=\frac{m\zeta^3}{\gamma N^3}\left[8\kappa^2m-4\kappa E+2m-8\kappa^2m\right].
\end{aligned}$$

Therefore

$$J_{-2}=\frac{m\zeta^3(2\kappa E-m)}{\gamma(4\gamma^2-1)N^3}.$$

The factor $4\gamma^2-1$ vanishes where the integral begins to diverge.

**Q:** And upward, beyond $J_1$?

**A:** Set $m=1$ temporarily. Relation (3) at $s=1$ gives $P_1=EM_1+R$, with $R=\zeta E-\kappa\zeta/(2N^2)$. At $s=2$, (1) gives $X_2=\kappa M_1-P_1$ and (2) gives $EX_2+\zeta X_1=\kappa P_1-M_1$. Eliminating $X_2$ and $P_1$,

$$(1-E^2)M_1=(\kappa+E)R-\zeta X_1 .$$

With $X_1=\kappa E-\tfrac12$, the right side is $\zeta[E^2+\tfrac12-\kappa(\kappa+E)/(2N^2)]$. Since $1-E^2=\zeta^2/N^2$,

$$M_1=\frac{N^2(1+2E^2)-\kappa^2-\kappa E}{2\zeta}.$$

In $P_1=EM_1+R$ replace $\zeta^2$ by $N^2(1-E^2)$:

$$P_1=\frac{3EN^2-\kappa^2E-\kappa}{2\zeta}.$$

Then $J_2=(\kappa M_1-P_1)/2$. The terms $\kappa^2E$ cancel, and restoring $m$ gives

$$J_2=\frac{\kappa N^2(1+2E^2/m^2)-3N^2E/m+\kappa(1-\kappa^2)}{4\zeta m^2}.$$

Higher powers follow likewise: (1) gives $X_s$, then (3) and the combination of (1) and (2) at $s+1$ give $P_s$ and $M_s$. That pair has determinant $-(s+1)(m^2-E^2)/m$, nonzero for $s\ge0$. Downward, (1)–(3) are three equations for the order $s-1$ with determinant $\tfrac s2(4\gamma^2-s^2)$. It is nonzero for negative $s>-2\gamma$, and its zero at $s=0$ is the gap that $\langle1/r\rangle$ filled.

**Q:** Do these agree with ordinary quantum mechanics when $\zeta$ is small?

**A:** To leading order $F\simeq(G'+\kappa G/r)/(2m)$. If $r^sG^2$ vanishes at the origin, integration by parts gives

$$J_s\simeq\frac{1}{2m}\left(\kappa-\frac s2\right)\langle r^{s-1}\rangle .$$

For $s=1$ this is $(2\kappa-1)/(4m)$, the limit of $J_1$. In this limit $G\sim r^{l+1}$ near the origin, so among the powers $s=-2,\dots,2$ the condition fails only for an $s$ state ($l=0$, $\kappa=-1$) at the power $s=-2$. There $F\simeq rg'/(2m)$, so $J_{-2}\simeq\frac1{2m}\int gg'dr=-g(0)^2/(4m)$, a contact density.

**Q:** Show me a case where $\zeta$ is not small.

**A:** Take the $2s$ state of hydrogen-like Pb in this point-nucleus model: $Z=82$, $\kappa=-1$, $n_r=1$. Then $\zeta=0.598383$ and

$$\gamma=\sqrt{1-\zeta^2}=0.801210,\quad \nu=1.801210,\quad N=1.898004,\quad \frac Em=\frac{1.801210}{1.898004}=0.949002 .$$

The binding energy is $(1-0.949002)\,m$, or 26.06 keV. Diagonalization in the Laguerre basis gives the same $E$ and $\langle\beta\rangle=0.949002$. It also gives $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=\zeta\langle1/r\rangle=0.117729\,m$.

With lengths in $\hbar/(mc)$, two of the integrals are

$$J_0=-\frac{0.598383}{2(1.898004)^2}=-0.08305,\qquad
J_1=\frac{-2(0.949002)-1}{4}=-0.72450 .$$

The other formulas take the same inputs. The weak-coupling column sets $\gamma\to|\kappa|$, $N\to n=n_r+|\kappa|$ and $E\to m$ in the closed forms, keeping the leading power of $\zeta$.

| $s$ | $J_s$ | weak coupling | ratio |
|---:|---:|---:|---:|
| −2 | −0.07230 | −0.02678 | 2.699 |
| −1 | −0.03268 | −0.02238 | 1.460 |
| 0 | −0.08305 | −0.07480 | 1.110 |
| 1 | −0.72450 | −0.75000 | 0.966 |
| 2 | −8.50093 | −10.02702 | 0.848 |

**Q:** Why is the dipole integral 2.7 times its weak-coupling value?

**A:** Its formula separates the ratio into factors:

$$\frac{3}{4\gamma^2-1}\cdot\frac1\gamma\cdot\frac{8}{N^3}\cdot\frac{2E/m+1}{3}
=1.914\times1.248\times1.170\times0.966=2.70 .$$

The largest factor is the one that diverges at $\gamma=1/2$. A nucleus of finite size changes the potential where this integral is most sensitive, so the value belongs to the point-nucleus model. With the charge spread uniformly over a sphere of rms radius 5.5 fm and the point dipole kept, $J_{-2}$ becomes $-0.0642$, about 11% smaller in magnitude, and the ratio falls to 2.40; $J_{-1}$ changes by 0.5% and the binding energy by about 0.01 keV, to 26.05 keV.

**Q:** The $2p_{1/2}$ state has the same energy. Are its integrals the same too?

**A:** Some are, up to sign. It has $\kappa=+1$ and $n_r=1$, hence the same $\gamma$ and $N$. $J_0$ and $J_{-1}$ are odd in $\kappa$, so they become $+0.08305$ and $+0.03268$. The others contain $\kappa$ differently: $J_1=0.22450$ and $J_{-2}=0.02240$. The value $J_2=-0.06893$ is small beside the $-8.50093$ of $2s$ because the leading coefficient $\kappa-s/2$ vanishes for $\kappa=1$, $s=2$. What remains is a relativistic correction.
